\section*{How a ten percent dielectric error shifts charged-supercell corrections}

\section{The decision and a first estimate}

A formation energy for a charged defect has been computed in a periodic cell, and the dielectric constant needed for its image correction is known to ten percent. One must decide whether to accept the energy, improve the dielectric constant, or pay for a larger cell. If the tolerated error is $0.05$ eV, the decision depends on the charge and on the cell edge.

Take a cubic crystal with round, silicon-like parameters: lattice constant $a=5.5$ \AA{} and static dielectric constant $\varepsilon=12$. Cells of 64, 216 and 512 atoms have edges $L=2a,3a,4a$, that is, $11.0$, $16.5$ and $22.0$ \AA. The defect charge is $qe$, with $q=1,\ldots,4$; since energies below depend on $q^2$, negative charges give the same results. Write $k=e^2/(4\pi\varepsilon_0)=14.3996$ eV\,\AA.

A periodic calculation adds a uniform background that neutralizes each cell. For a quick estimate, replace the cubic cell by a sphere of equal volume, with radius $R$:
\begin{equation}
\frac{4\pi}{3}R^3=L^3,\qquad R=0.620\,L .
\end{equation}
The point charge lies at the centre of a uniform ball of charge $-q$. Their mutual energy is $-\frac32kq^2/(\varepsilon R)$, and the ball's own energy is $+\frac35kq^2/(\varepsilon R)$. A neutral sphere has no outside field, so the estimate lets the spheres not interact; this neglects their overlap, since $R>L/2$. The periodic energy is therefore too low by
\begin{equation}
E\approx\left(\frac32-\frac35\right)\frac{kq^2}{\varepsilon R}
=0.9\,\frac{kq^2}{\varepsilon R}\approx1.45\,\frac{kq^2}{\varepsilon L}.
\end{equation}
For $L=11$ \AA{} this is about $0.158\,q^2$ eV. Ten percent of it is $0.016\,q^2$ eV, which passes $0.05$ eV when $q^2>3.2$. The threshold on $q^2$ grows in proportion to $L$, to 4.7 and 6.3 in the larger cells. The estimate thus flags $q\geq2$ in 64 atoms and $q\geq3$ in 216 and 512 atoms. The case $q=2$ in 216 atoms, with $q^2=4$ against 4.7, is close enough to call for a controlled calculation.

\section{The image correction}

\subsection{Definition}

The correction $E$ is the energy of the isolated charge minus the energy per cell of the periodic array, so it is added to the supercell result. The medium is taken as uniform, isotropic and linear. Every Coulomb interaction is then divided by $\varepsilon$. This treats the leading, $1/L$, part of the correction for a localized charge; short-range potential alignment is not included.

Measure lengths in units of $L$. Let $u(\mathbf s)$ be the dimensionless potential of unit point charges on the cubic lattice plus their background of density $-1$. Let $u'(0)$ be its value at a charge after that charge's own $1/s$ has been removed, and $\bar u$ its mean over a cell. The own $1/s$ gives the same self-energy in the periodic and isolated systems and cancels in their difference. Half the integral of charge times potential gives
\begin{equation}
E_{\rm per}-E_{\rm iso}
=\frac{kq^2}{2\varepsilon L}\,[u'(0)-\bar u].
\end{equation}
The first term belongs to the point charge, the second to the background. A constant added to $u$ cancels, as it must for a neutral cell. Hence
\begin{equation}
E=\frac{k\alpha q^2}{2\varepsilon L},\qquad
\alpha=\bar u-u'(0). \label{eq:E}
\end{equation}

\subsection{The lattice constant $\alpha$}

Divide space into unit cubes, each holding a charge at its centre and its share of background. A cube has no net charge. Inversion symmetry removes its odd multipoles, and cubic symmetry removes its traceless quadrupole. The first surviving multipole has order four, with a potential falling as $R^{-5}$. The number of cubes in a shell grows as $R^2$, so the sum converges absolutely.

The background in the charge's own cube contributes $-\int d^3t/t$. Cut the cube into six pyramids with apex at the centre. In one of them put $t_x=zv$, $t_y=zw$, $t_z=z$. Then $d^3t=z^2\,dv\,dw\,dz$ and $t=z\sqrt{1+v^2+w^2}$, so
\begin{align}
-\int_{\rm cube}\frac{d^3t}{t}
&=-6\int_0^{1/2}z\,dz\int_{-1}^{1}\!\int_{-1}^{1}
\frac{dv\,dw}{\sqrt{1+v^2+w^2}}\nonumber\\
&=-\frac68\int_{-1}^{1}\!\int_{-1}^{1}
\frac{dv\,dw}{\sqrt{1+v^2+w^2}}=-2.3801 .
\end{align}
Numerical summation over the other cubes gives $+0.0664$. Thus $u'(0)=-2.3137$.

For the mean, note that averaging a sum of translated cube potentials over one cell is the same as integrating the potential of a single cube over all space. Integrate first over a large ball of radius $S$. For a unit charge at position $\mathbf t$ inside it,
\begin{equation}
\int_{s<S}\frac{d^3s}{|\mathbf s-\mathbf t|}
=2\pi S^2-\frac{2\pi}{3}t^2 ,
\end{equation}
which is the potential inside a uniformly charged ball of unit density. Summed over the charge of a neutral cube, the $S^2$ term vanishes. The point charge has $t=0$; the background has density $-1$. Therefore
\begin{equation}
\bar u=\frac{2\pi}{3}\int_{\rm cube}t^2\,d^3t
=\frac{2\pi}{3}\,3\int_{-1/2}^{1/2}x^2dx
=\frac{2\pi}{3}\cdot\frac14=\frac{\pi}{6}=0.5236 .
\end{equation}
It follows that
\begin{equation}
\alpha=0.5236+2.3137=2.8373 .
\end{equation}
The coefficient in the energy is $\alpha/2=1.419$; the sphere gave 1.45, about two percent more.

\subsection{A charge of finite width}

A defect charge is not a point. Let it be a Gaussian with standard deviation $\sigma$ along each axis, and return to ordinary lengths. Take the zero-mean potential of the point lattice, remove one charge's own $1/r$, and call the remainder $w(\mathbf r)$. Near that charge the background is the one remaining source, so $\nabla^2w=4\pi/L^3$. Since $\nabla^2r^2=6$, cubic symmetry gives
\begin{equation}
w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi}{3L^3}r^2
+\text{(harmonics of order four and higher)} .
\end{equation}
The energy difference averages $w$ over the separation of two points drawn from the Gaussian. That separation has variance $2\sigma^2$ along each axis, hence mean square $6\sigma^2$. Its distribution is isotropic, so the higher harmonics average to zero. Up to exponentially small overlap with neighbouring images,
\begin{align}
E_\sigma&=-\frac{kq^2}{2\varepsilon}
\left(-\frac{\alpha}{L}+\frac{2\pi}{3L^3}\,6\sigma^2\right)\nonumber\\
&=\frac{kq^2}{\varepsilon}
\left(\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{L^3}\right). \label{eq:width}
\end{align}
Width lowers the correction, and its relative effect falls as $L^{-2}$.

The Gaussian also supplies a separate calculation of the correction. With reciprocal vectors $\mathbf G$ and $\rho_G=q e^{-G^2\sigma^2/2}$, Poisson's equation gives
\begin{equation}
E_{\rm per}=\frac{2\pi k}{\varepsilon L^3}
\sum_{\mathbf G\neq0}\frac{|\rho_G|^2}{G^2},\qquad
E_{\rm iso}=\frac{kq^2}{\pi\varepsilon}\int_0^\infty
e^{-G^2\sigma^2}dG=\frac{kq^2}{2\sqrt\pi\,\sigma\varepsilon}.
\end{equation}
The isolated energy follows by replacing the sum with an integral over all $\mathbf G$. Omitting $\mathbf G=0$ in the periodic sum represents the background. If $D(\sigma)=E_{\rm iso}-E_{\rm per}$, then $[4D(\sigma)-D(2\sigma)]/3$ cancels the $\sigma^2$ term and gives the point-charge limit. With $\sigma=0.05L$ this value agrees with Eq.~\eqref{eq:E} within one part in $10^4$; since both scale as $q^2/(\varepsilon L)$, the one comparison covers all cases studied here.

\section{Propagating the dielectric error}

Suppose the constant used is $\varepsilon(1+x)$, while $\varepsilon$ is the reference value. Since $E$ is inversely proportional to the dielectric constant,
\begin{align}
\Delta E&=\frac{E}{1+x}-E
=E\,\frac{1-(1+x)}{1+x}\nonumber\\
&=-\frac{x}{1+x}E=-xE+x^2E-\cdots . \label{eq:shift}
\end{align}
Here $E$ is the correction at the reference constant. To first order, a ten percent error in $\varepsilon$ is a ten percent error in $E$, with opposite sign. The full expression is not symmetric:
\begin{equation}
x=-0.1:\ \Delta E=+\frac E9,\qquad
x=+0.1:\ \Delta E=-\frac E{11}.
\end{equation}
Too small a dielectric constant screens too little and makes the corrected energy too high. Too large a constant makes it too low, by a smaller amount.

For $q=2$ in the 64-atom cell,
\begin{equation}
E=\frac{14.3996\times2.8373}{2\times12}\,
\frac{2^2}{11.0}\ {\rm eV}
=1.7023\times\frac4{11.0}\ {\rm eV}=0.619\ {\rm eV}.
\end{equation}
The linear error is $0.062$ eV. The two shifts are $0.619/9=0.069$ eV upwards and $0.619/11=0.056$ eV downwards. All three sizes exceed the limit. The other cases follow from $E\propto q^2/L$:

\begin{center}
\begin{tabular}{rrrrrr}
\hline
Atoms & $q$ & $E$ & $E/10$ & $x=-0.1$ & $x=+0.1$\\
\hline
64 & 1 & 0.155 & 0.015 & $+0.017$ & $-0.014$\\
64 & 2 & 0.619 & 0.062 & $+0.069$ & $-0.056$\\
64 & 3 & 1.393 & 0.139 & $+0.155$ & $-0.127$\\
64 & 4 & 2.476 & 0.248 & $+0.275$ & $-0.225$\\
216 & 1 & 0.103 & 0.010 & $+0.011$ & $-0.009$\\
216 & 2 & 0.413 & 0.041 & $+0.046$ & $-0.038$\\
216 & 3 & 0.929 & 0.093 & $+0.103$ & $-0.084$\\
216 & 4 & 1.651 & 0.165 & $+0.183$ & $-0.150$\\
512 & 1 & 0.077 & 0.008 & $+0.009$ & $-0.007$\\
512 & 2 & 0.310 & 0.031 & $+0.034$ & $-0.028$\\
512 & 3 & 0.696 & 0.070 & $+0.077$ & $-0.063$\\
512 & 4 & 1.238 & 0.124 & $+0.138$ & $-0.113$\\
\hline
\end{tabular}

\smallskip
Energies in eV; the last two columns are $\Delta E$.
\end{center}

For a correction that consists of $E$ alone, the error exceeds $0.05$ eV for $q=2$ in the 64-atom cell, and for $q=3$ and $q=4$ in all three cells. It stays below the limit for $q=1$ throughout and for $q=2$ in the two larger cells. Neither the sign of $x$ nor the use of the linear estimate changes a verdict. The sphere estimate selected the same cases.

\section{A larger cell or a better constant?}

Let $T=0.05$ eV. The less favourable error, $x=-0.1$, reaches $T$ at an edge $L_c$ given by
\begin{equation}
\frac19\,\frac{k\alpha q^2}{2\varepsilon L_c}=T
\quad\Longrightarrow\quad
L_c=\frac{k\alpha q^2}{18\varepsilon T}=3.78\,q^2\ \text{\AA}.
\end{equation}
The edge must be $15.1$ \AA{} for $q=2$, $34.0$ \AA{} for $q=3$ and $60.5$ \AA{} for $q=4$. An edge $L$ contains $8(L/a)^3$ atoms, so the required number grows as $q^6$. Rounded up to whole multiples of $a$, the cells have 216, 2744 and 13\,824 atoms. The last number owes much to rounding: an edge of $11a=60.50$ \AA{} misses the calculated threshold by $0.03$ \AA, a difference with no physical weight in this model.

The alternative is to reduce the dielectric error. Let its size be $y$, again on the low side. Then
\begin{equation}
\frac{y}{1-y}E=T
\quad\Longrightarrow\quad yE=T-yT
\quad\Longrightarrow\quad y=\frac{T}{E+T}.
\end{equation}
For $q=2$ in 64 atoms, $y=0.05/0.669$, or 7.5 percent. For $q=4$ the allowed error is 2.0 percent in 64 atoms and 3.9 percent in 512. Eight times as many atoms double the edge and so roughly double the tolerance. For high charges, a better dielectric constant is therefore a strong alternative to a larger cell, as far as this source of error is concerned.

\section{Charge transition levels}

Often the wanted quantity is the Fermi energy at which charge states $q$ and $q+1$ have equal formation energies. For $q\geq0$, write these energies as $A_q+qE_F$ and $A_{q+1}+(q+1)E_F$. Equating them gives $E_F=A_q-A_{q+1}$. The same wrong dielectric constant enters both corrections, so the errors must be subtracted with their signs:
\begin{equation}
\Delta E_F=\Delta E_q-\Delta E_{q+1}
=[q^2-(q+1)^2]\Delta E_1=-(2q+1)\Delta E_1 .
\end{equation}
The level error grows linearly with charge, not quadratically. In the 216-atom cell with $x=-0.1$, the level between $q=2$ and $q=3$ moves by $0.046-0.103=-0.057$ eV. With $x=+0.1$ it moves by $-0.038+0.084=+0.047$ eV, from the unrounded shifts. Here the sign of the dielectric error does decide whether the limit is passed, unlike in the table for single charge states.

\section{How firm is the verdict?}

The nearest cases set the margin. The smallest shift counted as above the limit is $0.0563$ eV, and the largest counted as below is $0.0459$ eV. If all shifts were multiplied by a common factor, the verdicts would survive between
\begin{equation}
\frac{0.05}{0.0563}=0.888
\qquad\text{and}\qquad
\frac{0.05}{0.0459}=1.09 .
\end{equation}
Because the shifts vary as $1/\varepsilon$, this corresponds to reference constants between about $11.0$ and $13.5$ at fixed $a$. Just outside that range, the verdict for one case depends on the sign of the dielectric error: $q=2$ in 216 atoms below the range, and $q=2$ in 64 atoms above it.

Charge width can be judged from Eq.~\eqref{eq:width}. For $\sigma=1$ \AA{} and $q=1$ in the 64-atom cell, it lowers the correction by $0.0057$ eV, leaving a fraction $0.963$. The fraction does not depend on $q$ and is nearer one in larger cells, so this width leaves the verdicts unchanged. The margin is not wide: the lowering grows as $\sigma^2$, and the fraction reaches $0.888$ at $\sigma\approx1.75$ \AA, beyond which the shift for $q=2$ in 64 atoms at $x=+0.1$ drops below the limit. A charge spread over much of the cell violates the localized-charge assumption and needs a different treatment.

An anisotropic crystal needs a dielectric tensor, and a surface or layer needs a position-dependent response; Eq.~\eqref{eq:E} covers neither. If a correction contains a separate alignment term, the assumed dielectric constant must be varied in every term where it enters, and the changes added with their signs. A part read directly from the computed potential does not change with the assumed constant, so Eq.~\eqref{eq:shift} need not describe the total error in that case. The difference can be large. Suppose the alignment is found by subtracting the zero-mean model potential of the point charges from the computed potential at the point farthest from the defect. The model potential there is $-0.80\,kq/(\varepsilon L)$, and it adds $-0.80\,kq^2/(\varepsilon L)$ to the correction, against $+1.42\,kq^2/(\varepsilon L)$ from $E$. The part that depends on the assumed constant is then only $0.43\,E$. For $q=2$ in 64 atoms, the shift at $x=-0.1$ falls from $0.069$ to $0.030$ eV, below the limit. The fraction depends on how the potential is sampled: averaged over the plane midway between layers of charges, the model potential is $-(\pi/6)\,kq/(\varepsilon L)$, which gives $0.63\,E$ and a shift of $0.043$ eV. The verdicts above are therefore for $E$ used alone. The numerical output lists the values at higher resolution.

\section*{Computed values}
\begin{verbatim}
Coulomb constant k = 14.3996 eV angstrom
Dielectric constant = 12.0; low 10.8, high 13.2
Lattice constant = 5.50 angstrom; limit = 0.050 eV
Own background potential (unit edge) = -2.3801
Other neutral cubes (unit edge) = 0.0664
Mean r^2 in unit cube = 0.2500
Mean potential (unit edge) = 0.5236
alpha from cube sum = 2.8373
alpha from Gaussian energies = 2.8373
E*L for q=1 = 1.7023 eV angstrom
Cell of 64 atoms: edge = 11.00 angstrom
Cell of 216 atoms: edge = 16.50 angstrom
Cell of 512 atoms: edge = 22.00 angstrom
Energies in eV: correction, linear error size, shift for low eps,
shift for high eps, verdict against the limit
  64 atoms q=1: 0.1548 0.0155 +0.0172 -0.0141 below
  64 atoms q=2: 0.6190 0.0619 +0.0688 -0.0563 above
  64 atoms q=3: 1.3928 0.1393 +0.1548 -0.1266 above
  64 atoms q=4: 2.4761 0.2476 +0.2751 -0.2251 above
 216 atoms q=1: 0.1032 0.0103 +0.0115 -0.0094 below
 216 atoms q=2: 0.4127 0.0413 +0.0459 -0.0375 below
 216 atoms q=3: 0.9285 0.0929 +0.1032 -0.0844 above
 216 atoms q=4: 1.6508 0.1651 +0.1834 -0.1501 above
 512 atoms q=1: 0.0774 0.0077 +0.0086 -0.0070 below
 512 atoms q=2: 0.3095 0.0310 +0.0344 -0.0281 below
 512 atoms q=3: 0.6964 0.0696 +0.0774 -0.0633 above
 512 atoms q=4: 1.2381 0.1238 +0.1376 -0.1126 above
dE/d(ln eps), q=1, 64 atoms = -0.1548 eV
Edge at which the low-eps shift equals the limit:
q=1: 3.78 angstrom; smallest cubic cell 8 atoms, shift 0.03439 eV
q=2: 15.13 angstrom; smallest cubic cell 216 atoms, shift 0.04585 eV
q=3: 34.05 angstrom; smallest cubic cell 2744 atoms, shift 0.04422 eV
q=4: 60.53 angstrom; smallest cubic cell 13824 atoms, shift 0.04585 eV
Common factor that first removes an 'above' = 0.888
Common factor that first adds an 'above' = 1.090
Gaussian width = 1.0 angstrom, q=1, 64 atoms: lowering 0.0057 eV
Remaining fraction of the correction = 0.963
\end{verbatim}
